# Why unscreened exact exchange is unreliable for the metal in a contact

## The result and its scope

In a uniform electron gas at zero temperature, Hartree-Fock exchange makes the one-particle density of states vanish at the Fermi energy \(E_F\). It falls as \(1/\ln(1/|E-E_F|)\), because the long-range Coulomb tail of exchange acts across a sharp Fermi surface. The zero is too narrow to matter in itself. The damage is a severalfold loss of states near \(E_F\), whose size depends on temperature and on the range of exchange that a calculation retains. Screened exchange removes the singularity.

The argument needs a Fermi surface. Filled semiconductor bands have none, so in a contact to a nondegenerate semiconductor this failure belongs to the metallic side. A degenerately doped semiconductor has a Fermi surface of its own and is open to the same failure.

The gas is taken as unpolarized and uniform, with a neutralizing background that cancels the Hartree potential; Hartree-Fock solutions of broken symmetry are excluded. Derivations use Hartree atomic units, with energy \(E\), wave number \(k\) and Fermi wave number \(k_F\). The density of states \(g\) counts both spins.

## Why the density of states vanishes

Exchange acts between electrons of equal spin. For an interaction with Fourier transform \(v(q)\), the exchange self-energy of a plane wave is

\[
\Sigma(\mathbf k)=-\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\,v(|\mathbf k-\mathbf p|).
\]

Since \(\nabla_{\mathbf k}v=-\nabla_{\mathbf p}v\), the gradient theorem turns the derivative into an integral over the Fermi surface, with outward normal \(\mathbf n\):

\[
\nabla_{\mathbf k}\Sigma=\oint\frac{dS}{(2\pi)^3}\,\mathbf n\,v(|\mathbf k-\mathbf p|).
\]

On a sphere, let \(c\) be the cosine of the angle between \(\mathbf k\) and \(\mathbf p\). Then \(dS=2\pi k_F^2dc\), and the radial component is

\[
\Sigma'(k)=\frac{k_F^2}{4\pi^2}\int_{-1}^{1}c\,v(q)\,dc,\qquad q^2=k^2+k_F^2-2kk_Fc .
\]

At \(k=k_F\), \(c=1-q^2/(2k_F^2)\) and \(|dc|=q\,dq/k_F^2\), so

\[
\Sigma'(k_F)=\frac1{4\pi^2}\int_0^{2k_F}q\,v(q)\left(1-\frac{q^2}{2k_F^2}\right)dq. \tag{1}
\]

For the Coulomb interaction, \(v=4\pi/q^2\), the integrand behaves as \(1/(\pi q)\) at small \(q\), and the integral diverges logarithmically.

Away from \(k_F\) the integral is finite. Put \(A=k^2+k_F^2\), \(B=2kk_F\), \(x=k/k_F\) and \(L=\ln|(1+x)/(1-x)|\). Writing \(c/(A-Bc)=-1/B+(A/B)/(A-Bc)\) gives

\[
\int_{-1}^{1}\frac{c\,dc}{A-Bc}=-\frac2B+\frac{A}{B^2}\ln\frac{A+B}{A-B}.
\]

The last logarithm is \(2L\), because \(A\pm B=(k\pm k_F)^2\). Multiplication by \(k_F^2/\pi\) yields

\[
\Sigma'(k)=\frac1\pi\left[\frac{1+x^2}{2x^2}L-\frac1x\right]. \tag{2}
\]

The self-energy with this derivative is

\[
\Sigma(k)=-\frac{k_F}{\pi}\left[1+\frac{1-x^2}{2x}L\right]. \tag{3}
\]

Indeed, \(dL/dx=2/(1-x^2)\), so the second term in the bracket has derivative \(-(1+x^2)L/(2x^2)+1/x\). The constant is also right: as \(x\to0\), \(L\to2x\) and (3) gives \(-2k_F/\pi\), while the defining integral at \(k=0\) gives \(-(2/\pi)\int_0^{k_F}dp\).

Let \(d=k-k_F\). Near the surface \(L\approx\ln(2k_F/|d|)\), and (2) becomes

\[
\Sigma'\approx\frac1\pi\left[\ln\frac{2k_F}{|d|}-1\right]. \tag{4}
\]

The number of states per volume below wave number \(k\) is \(k^3/(3\pi^2)\). Dividing its derivative by the velocity \(dE/dk=k+\Sigma'\) gives

\[
g=\frac{k^2}{\pi^2(k+\Sigma')},\qquad
\frac{g}{g_0}\approx\frac{1}{1+\Sigma'/k_F}\quad(k\to k_F), \tag{5}
\]

where \(g_0=k_F/\pi^2\) is the free-electron value at \(E_F\). The diverging velocity sends \(g\) to zero. Integrating the velocity from the surface gives the energy offset:

\[
|E-E_F|\approx |d|\left[k_F+\frac1\pi\ln\frac{2k_F}{|d|}\right]. \tag{6}
\]

The \(-1\) in (4) has cancelled against \(\int_0^{|d|}\ln(2k_F/s)\,ds=|d|\ln(2k_F/|d|)+|d|\).

The spherical shape is not essential. Close to a smooth surface the nearby patch is flat and contributes

\[
\frac1{8\pi^3}\int_0^{\rho_c}\frac{4\pi\,2\pi\rho\,d\rho}{\rho^2+d^2}\approx\frac1\pi\ln\frac{\rho_c}{|d|},
\]

where \(\rho_c\) is the patch radius. Shape changes \(\rho_c\), not the coefficient \(1/\pi\approx0.3183\). Numerical surface integration for a spheroid, with axial radius \(0.7k_F\) and transverse radii \(1.3k_F\), gives the same coefficient to four digits.

## How large the depletion is

Take an electron density of \(2\times10^{23}\) cm⁻³, for which \(k_F=0.9574\) bohr⁻¹. The free occupied bandwidth is \(k_F^2/2=12.47\) eV. Equation (3) lowers the band bottom by \(2k_F/\pi\) and the Fermi level by \(k_F/\pi=8.29\) eV, so the Hartree-Fock bandwidth is \(12.47+8.29=20.76\) eV.

Solving (3) numerically for \(k\) at each energy and using (5) gives:

| Energy above \(E_F\) | \(g/g_0\) |
|---|---|
| 1 eV | 0.451 |
| 0.1 eV | 0.319 |
| 25 meV | 0.274 |
| 1 meV | 0.208 |
| 1 µeV | 0.138 |

To reach \(g/g_0=0.1\), (5) requires \(\Sigma'=9k_F\). Equation (4) then gives \(|d|=2k_F\exp(-1-9\pi k_F)\), and (6) gives an offset of \(3.3\times10^{-10}\) eV. The practical error is therefore a factor of three or four at thermal energies, not a visible gap.

### Temperature

A thermal occupation \(n(p)\) is a superposition of sharp Fermi seas with weight \(-dn/dp\). With a constant velocity \(v_F\) in the thermal window, set \(p-k_F=k_BTt/v_F\), where \(k_B\) is Boltzmann's constant and \(T\) the temperature. The weight in \(t\) is \(e^t/(e^t+1)^2\), and (4) must be averaged over it. Integration by parts gives

\[
\langle |t|^s\rangle=2s\int_0^\infty\frac{t^{s-1}}{e^t+1}\,dt=2\Gamma(s+1)\eta(s),\qquad s>0,
\]

where \(\eta(s)=\sum_{m\ge1}(-1)^{m-1}m^{-s}\), continued to \(s=0\). With \(\eta(0)=1/2\), \(\eta'(0)=\tfrac12\ln(\pi/2)\) and \(\Gamma'(1)=-\gamma\), where \(\gamma=0.577\ldots\) is Euler's constant, the derivative at \(s=0\) is \(\langle\ln|t|\rangle=\ln(\pi/2)-\gamma\). Hence

\[
v_F=k_F+\frac a\pi\left[\ln\frac{4k_Fv_F}{\pi k_BT}+\gamma-1\right]. \tag{7}
\]

Here \(a\) is the fraction of unscreened exchange, equal to 1 for Hartree-Fock. In a uniform gas the local or gradient-corrected part of a hybrid such as PBE0 contributes a constant potential and does not alter the velocity.

At 300 K, \(k_BT=0.02585\) eV, or \(9.50\times10^{-4}\) hartree. For \(a=1\), (7) gives \(v_F=0.9574+2.5423\approx3.500\). Iterating the occupations and velocity to self-consistency on a fine grid around \(k_F\) gives 3.49, hence \(g/g_0=0.9574/3.49=0.274\). The same iteration with \(a=0.25\), the fraction in PBE0, gives 0.627. A smaller fraction weakens the depletion, but for any \(a>0\) the density of states still tends to zero as \(T\to0\).

### Range of exchange and cell size

Suppose exchange is cut off beyond a radius \(R\), so that \(v=4\pi[1-\cos(qR)]/q^2\). With \(z=2k_FR\), the two parts of (1) are

\[
\int_0^{2k_F}\frac{1-\cos qR}{q}\,dq=\gamma+\ln z-\mathrm{Ci}(z),
\]

\[
\frac1{2k_F^2}\int_0^{2k_F}q(1-\cos qR)\,dq
=1-\frac{2(z\sin z+\cos z-1)}{z^2},
\]

where Ci is the cosine integral. Their difference, divided by \(\pi\), is \(\Sigma'(k_F)\). For \(z\gg1\),

\[
\Sigma'(k_F)\approx\frac1\pi\left[\ln(2k_FR)+\gamma-1\right]. \tag{8}
\]

The full expression gives \(g/g_0=0.489\), 0.355, 0.279 and 0.230 for \(R=1\), 10, 100 and 1000 nm at zero temperature. Each value looks like that of an ordinary metal, but the sequence tends to zero.

Comparing (7) at \(a=1\) with (8) shows that temperature acts like a cutoff radius \(R_T=2v_F/(\pi k_BT)\), about 120 nm here. If a periodic calculation truncates exchange at the size of the supercell implied by its \(k\)-point mesh, refining the mesh increases \(R\). The 300 K limit is then approached only when that supercell reaches the order of 100 nm.

## What screening repairs

For exchange screened as \(v=4\pi/(q^2+\kappa^2)\), put \(\Lambda=\ln(1+4k_F^2/\kappa^2)\). The integrals in (1) are \(\int q\,dq/(q^2+\kappa^2)=\Lambda/2\) and \(\int q^3dq/(q^2+\kappa^2)=2k_F^2-\kappa^2\Lambda/2\), so

\[
\Sigma'(k_F)=\frac1\pi\left[\frac12\left(1+\frac{\kappa^2}{2k_F^2}\right)\Lambda-1\right].
\]

The free-electron Thomas-Fermi value, \(\kappa^2=4\pi g_0=4k_F/\pi\), gives \(\Sigma'=0.050\) and \(g/g_0=0.951\).

HSE06 retains a fraction 0.25 of short-range exchange, \(v=4\pi(1-e^{-q^2/4\omega^2})/q^2\), with \(\omega=0.11\) bohr⁻¹. Put \(y=k_F^2/\omega^2\) and substitute \(u=q^2/(4\omega^2)\), so that \(dq/q=du/(2u)\):

\[
\Sigma'(k_F)=\frac1\pi\left[\frac12\int_0^y\frac{1-e^{-u}}u\,du-1+\frac{1-e^{-y}}y\right].
\]

This is 0.466. A quarter of it added to \(k_F\) gives \(g/g_0=0.9574/1.074=0.891\). The value is finite and independent of cell size once the short range is contained. It still depends on a fixed \(\omega\), which is not set by the metal's own screening length.

## What does not fail

The Fermi level and the static response behave differently from \(g\). The exchange energy per volume is half the sum of \(\Sigma\) over occupied states:

\[
\frac{E_x}{V}=\frac1{2\pi^2}\int_0^{k_F}k^2\Sigma\,dk
=-\frac{k_F^4}{2\pi^3}\int_0^1\left[x^2+\frac{x(1-x^2)}2L\right]dx .
\]

The first term integrates to \(1/3\). For the second, integration by parts with \(-(1-x^2)^2/4\) as the antiderivative of \(x(1-x^2)\) gives \(\int_0^1x(1-x^2)L\,dx=\tfrac12\int_0^1(1-x^2)dx=\tfrac13\), hence a contribution of \(1/6\). Thus \(E_x/V=-k_F^4/(4\pi^3)\). Adding the kinetic energy \(k_F^5/(10\pi^2)\) and using \(dn=k_F^2dk_F/\pi^2\) for the density \(n\), the chemical potential obeys

\[
\mu=\frac{k_F^2}{2}-\frac{k_F}{\pi},\qquad
\frac{d\mu}{dn}=\frac{\pi^2}{k_F^2}\left(k_F-\frac1\pi\right).
\]

Exchange-only local-density theory uses the same energy density, so it gives the same Fermi-level shift, \(-k_F/\pi\). For \(k_F>1/\pi\), \(dn/d\mu\) is positive and finite. Here it is \(0.9574/(0.9574-0.3183)=1.498\) times \(g_0\), because added electrons also lower every level through exchange. Setting the long-wavelength screening strength equal to \(4\pi g(E_F)\) would wrongly predict no screening. Hartree-Fock electrons do screen an added static charge; it is the interaction inside the exchange operator that stays bare.

## Consequence at a contact

An interface level coupled weakly to a smooth metallic continuum acquires the golden-rule width \(\Gamma=2\pi|V|^2g\), where \(V\) now denotes the coupling to volume-normalized states and \(g\) counts the states that couple. At fixed \(V\), a depleted \(g\) narrows the level in proportion.

A numerical case uses one level and 801 equally spaced metal levels, 5 meV apart, with \(V\) chosen for \(\Gamma=50\) meV. Diagonalization and the decay of the level's survival probability give 50.4 meV. Stretching the spacing by \(1/0.274\) at the same \(V\) gives 13.7 meV. Unscreened exchange would thus make a level at \(E_F\) appear nearly four times too narrow at 300 K. For a level 1 eV away the depletion, and hence the error, is smaller. In a full calculation the orbitals, and hence \(V\), also change; that effect is not included.

## Real contacts and working practice

The density chosen is roughly that of aluminium's valence electrons, and aluminium is close to a free-electron metal. Its occupied band is roughly 11 eV wide, far nearer the free value than the Hartree-Fock one. In this model the result is far more sensitive to the assumption of bare exchange than to the band mass: static Thomas-Fermi screening moves \(g/g_0\) from 0.274 at 300 K to 0.951. A band mass 10% heavier moves the 300 K ratio only to 0.256, relative to free electrons of that mass. Silicides with \(d\) states near \(E_F\) need their actual bands, so these ratios should not be transferred to them. Static screening also omits dynamic correlation, so 0.951 is a model value.

For contact calculations, this suggests the following:

- Take level widths, Fermi velocities and the metal's density of states from a semilocal or screened description, not from Hartree-Fock or a global hybrid.
- If unscreened exchange must be used, vary its range and the electronic temperature. By (5) and (8), \(g_0/g\) rises by \(a\ln10/(\pi k_F)\) per decade of \(R\) in this model at zero temperature, or 0.77 here for \(a=1\); at finite temperature the rise levels off once \(R\) exceeds \(R_T\). A steady rise with \(\ln R\) signals the singularity, not slow ordinary convergence.
- For barrier heights, semiconductor band edges may be computed separately and aligned through the electrostatic potential of an interface calculation that treats the metal adequately. This requires the interface charge, and hence the potential step, to change little between the two methods.
